# Muon relaxation by dilute moments: Lorentzian Kubo–Toyabe function and root-exponential decay: test program

```python
# Result under test: zero-field muon polarization G(t) from dilute random moments.
#   static moments:  G = 1/3 + (2/3)(1 - a t) exp(-a t), minimum at t = 2/a
#   fast moments:    G = exp(-sqrt(lambda t)), lambda = 4 a^2 / nu, for nu >> 2a, t >> 1/nu
# a: width of the field distribution (angular frequency); nu: fluctuation rate;
# width (Delta): Gaussian field width at one muon site; n: density of moments;
# C = gamma mu0 m / (4 pi): dipolar coupling, so that a is a number times n C.
import numpy as np
from math import comb
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import wofz

rng = np.random.default_rng(12345)


def static_lorentz(t, a):
    return 1 / 3 + 2 / 3 * (1 - a * t) * np.exp(-a * t)


def root_law(t, a, nu):
    return np.exp(-np.sqrt(4 * a**2 * t / nu))


# ---------- static function from the field distribution ----------
a_test = 1.3


def field_density(w, a):
    return a / (np.pi**2 * (a**2 + w**2)**2)


for w in (0.4, 1.0, 3.0):
    inverse = quad(lambda k: k * np.sin(k * w) / w * np.exp(-a_test * k),
                   0, 40, limit=400)[0] / (2 * np.pi**2)
    assert abs(inverse - field_density(w, a_test)) < 1e-7


def static_from_fields(t, a):
    radial = quad(lambda w: 4 * np.pi * w**2 * field_density(w, a),
                  0, np.inf, weight='cos', wvar=t)[0]
    return 1 / 3 + 2 / 3 * radial


for t in (0.3, 1.0, 2.5):
    assert abs(static_from_fields(t, a_test) - static_lorentz(t, a_test)) < 1e-6
found = minimize_scalar(lambda t: static_from_fields(t, a_test),
                        bounds=(0.5, 3.0), method='bounded')
scaled_minimum = found.x * a_test
assert abs(scaled_minimum - 2) < 5e-3


# ---------- Gaussian sites weighted by the width distribution ----------
def width_density(d, a):
    return np.sqrt(2 / np.pi) * a / d**2 * np.exp(-a**2 / (2 * d**2))


def average_over_widths(f, a):
    # logarithmic variable; the remaining tails are below the tolerances
    u = np.linspace(np.log(a / 9), np.log(a) + 16, 4001)
    d = np.exp(u)
    return np.sum(width_density(d, a) * d * f(d)) * (u[1] - u[0])


for t in (0.3, 1.0, 2.5):
    mixed = average_over_widths(
        lambda d: 1 / 3 + 2 / 3 * (1 - (d * t)**2) * np.exp(-(d * t)**2 / 2), a_test)
    assert abs(mixed - static_lorentz(t, a_test)) < 1e-5
    mixed = average_over_widths(lambda d: np.exp(-2 * d**2 * t / 7.0), a_test)
    assert abs(mixed - root_law(t, a_test, 7.0)) < 1e-5

# ---------- random dipoles, units n = C = 1 ----------
static_factor = np.pi**2 / 3 * (1 + np.arcsinh(np.sqrt(3)) / (2 * np.sqrt(3)))
fast_factor = 4 * np.pi / 3 * np.sqrt(np.pi / 3)


def unit_vectors(shape):
    v = rng.normal(size=shape + (3,))
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


field_sizes, covariances = [], []
for chunk in range(20):
    shape = (2000, 150)
    cube = np.cumsum(rng.exponential(size=shape), axis=1) * 3 / (4 * np.pi)
    direction, moment = unit_vectors(shape), unit_vectors(shape)
    along = np.sum(direction * moment, axis=-1, keepdims=True)
    field = np.sum((3 * direction * along - moment) / cube[..., None], axis=1)
    field_sizes.append(np.linalg.norm(field, axis=1))
    scaled = direction / cube[..., None]
    isotropic = np.sum(1 / cube**2, axis=1)[:, None, None] * np.eye(3)
    covariances.append((isotropic + 3 * scaled.transpose(0, 2, 1) @ scaled) / 3)
field_sizes = np.concatenate(field_sizes)
covariances = np.concatenate(covariances)

static_deviation = 0.0
for at in (0.5, 1.0, 2.0, 4.0):
    sampled = 1 / 3 + 2 / 3 * np.mean(np.cos(field_sizes * at / static_factor))
    static_deviation = max(static_deviation, abs(sampled - static_lorentz(at, 1.0)))
assert static_deviation < 0.012      # five standard errors of the sampling

eigen = np.linalg.eigvalsh(covariances)
trace = eigen.sum(axis=1)
fast_deviation = 0.0
for y in (0.5, 1.0, 1.5, 2.0):
    t_over_nu = y**2 / (4 * fast_factor**2)
    scalar = np.mean(np.exp(-2 * trace / 3 * t_over_nu))
    assert abs(scalar - np.exp(-y)) < 0.01
    tensor = np.mean(np.exp(-(trace[:, None] - eigen) * t_over_nu))
    fast_deviation = max(fast_deviation, abs(tensor - np.exp(-y)))
assert fast_deviation < 0.015        # anisotropy of real dipoles plus sampling


# ---------- dynamics: Laplace transform of the renewal equation ----------
def site_static_transform(p, d):
    q = (d / p)**2
    h = np.sqrt(np.pi / 2) / d * wofz(1j * p / (np.sqrt(2) * d))
    series = (1 - 3*q + 15*q**2 - 105*q**3 + 945*q**4 - 10395*q**5) / p
    transverse = np.where(abs(q) < 1e-3, series, p * (1 - p * h) / d**2)
    return (1 / p + 2 * transverse) / 3


def renewal(g, nu):
    return g / (1 - nu * g)


def invert_laplace(transform, t, order=10):
    # Fourier-series inversion with Euler summation
    xi = np.ones(2 * order + 1)
    xi[0], xi[-1] = 0.5, 2.0**-order
    for k in range(1, order):
        xi[2*order - k] = xi[2*order - k + 1] + 2.0**-order * comb(order, k)
    k = np.arange(2 * order + 1)
    beta = order * np.log(10) / 3 + 1j * np.pi * k
    return 10**(order / 3) / t * np.sum((-1.0)**k * xi * transform(beta / t).real)


def dynamic_average(t, a, nu):
    u = np.linspace(-16, np.log(9), 700)
    x = np.exp(u)                       # x = a / width
    weight = np.sqrt(2 / np.pi) * np.exp(-x**2 / 2) * x * (u[1] - u[0])

    def transform(s):
        g = site_static_transform(s[:, None] + nu, (a / x)[None, :])
        return renewal(g, nu) @ weight
    return invert_laplace(transform, t)


for t in (0.5, 2.0, 3.0):
    assert abs(dynamic_average(t, 1.0, 0.0) - static_lorentz(t, 1.0)) < 1e-4


# ---------- direct precession in a field redrawn at random times ----------
def simulate_precession(widths, nu, t, count=40000):
    spin = np.tile([0.0, 0.0, 1.0], (count, 1))
    left = np.full(count, float(t))
    while np.any(left > 0):
        field = rng.normal(size=(count, 3)) * np.array(widths)
        step = np.minimum(rng.exponential(1 / nu, count), left)
        size = np.linalg.norm(field, axis=1)
        axis = field / size[:, None]
        angle = (size * step)[:, None]
        along = np.sum(axis * spin, axis=1, keepdims=True)
        spin = (spin * np.cos(angle) + np.cross(axis, spin) * np.sin(angle)
                + axis * along * (1 - np.cos(angle)))
        left = left - step
    return spin[:, 2].mean()


for t in (1.5, 3.0):
    from_renewal = invert_laplace(
        lambda s: renewal(site_static_transform(s + 2.0, 1.0), 2.0), t)
    assert abs(simulate_precession((1, 1, 1), 2.0, t) - from_renewal) < 0.015
# anisotropic field: rate for the z spin is (width_x^2 + width_y^2) / nu
anisotropic = simulate_precession((1.5, 0.5, 1.0), 20.0, 8.0)
assert abs(anisotropic - np.exp(-(1.5**2 + 0.5**2) * 8.0 / 20.0)) < 0.02


# ---------- root law, its leading correction, and its failure at early times ----------
def correction_factor(t, a, nu):
    y = np.sqrt(4 * a**2 * t / nu)
    return 1 + (5 * y + y**2) / (8 * nu * t)


for y in (1.0, 1.5):
    nu = 40.0
    t = y**2 * nu / 4
    excess = dynamic_average(t, 1.0, nu) - root_law(t, 1.0, nu)
    predicted = root_law(t, 1.0, nu) * (correction_factor(t, 1.0, nu) - 1)
    assert abs(excess / predicted - 1) < 0.1
initial_slope = (1 - dynamic_average(1e-3, 1.0, 20.0)) / 1e-3
assert abs(initial_slope / (4 / 3) - 1) < 0.03


# ---------- redrawing from the whole Lorentzian: no motional narrowing ----------
def unsorted_dynamics(t, a, nu):
    def transform(s):
        p = s + nu
        return renewal(1 / (3 * p) + 2 / 3 * p / (p + a)**2, nu)
    return invert_laplace(transform, t)


for nu in (200.0, 800.0):
    assert abs(unsorted_dynamics(0.75, 1.0, nu) - np.exp(-1.0)) < 0.01

# ---------- worked example ----------
gamma = 2 * abs(const.value('muon mag. mom.')) / const.hbar
moment_number, density_nm, nu = 2.0, 0.2, 30.0
moment_si = moment_number * const.value('Bohr magneton')
coupling = gamma * const.mu_0 * moment_si / (4 * np.pi) * 1e27 * 1e-6
a = static_factor * density_nm * coupling
a_fast = fast_factor * density_nm * coupling
rate = 4 * a**2 / nu
rate_fast = 4 * a_fast**2 / nu
t_min = 2 / a
assert abs(dynamic_average(1 / rate, a, nu) - np.exp(-1)) < 0.01

print(f"moment m = {moment_number:.1f} Bohr magnetons")
print(f"density n = {density_nm:.2f} nm^-3")
print(f"fluctuation rate nu = {nu:.1f} us^-1")
print(f"muon gyromagnetic ratio = {gamma*1e-6:.2f} rad us^-1 T^-1")
print(f"coupling C = {coupling:.4f} nm^3 us^-1")
print(f"static factor a/(nC) = {static_factor:.4f}")
print(f"fast factor a_f/(nC) = {fast_factor:.4f}")
print(f"ratio a_f/a = {fast_factor/static_factor:.4f}")
print(f"static width a = {a:.4f} us^-1")
print(f"width a as a field, a/gamma = {a*1e6/gamma*1e3:.4f} mT")
print(f"minimum time 2/a = {t_min:.4f} us")
print(f"minimum value G(2/a) = {static_lorentz(t_min, a):.4f}")
print(f"a*t of minimum found from field integral = {scaled_minimum:.4f}")
print(f"ratio nu/a = {nu/a:.2f}")
print(f"root-law rate lambda = 4a^2/nu = {rate:.4f} us^-1")
print(f"1/e time 1/lambda = {1/rate:.4f} us")
print(f"nu*t at the 1/e time = {nu/rate:.1f}")
print(f"fast dipole width a_f = {a_fast:.4f} us^-1")
print(f"dipole rate 4a_f^2/nu = {rate_fast:.4f} us^-1")
print(f"dipole 1/e time = {1/rate_fast:.4f} us")
print(f"rate without site sorting, 4a/3 = {4*a/3:.4f} us^-1")
print("t (us) | nu t | static G | root law | corrected | full dynamic average")
for t in (0.01, 0.03, 0.1, 0.5, 1.0, 2.0, 1 / rate, 8.0):
    root = root_law(t, a, nu)
    print(f"{t:.4f} | {nu*t:.2f} | {static_lorentz(t, a):.4f} | {root:.4f} | "
          f"{root*correction_factor(t, a, nu):.4f} | {dynamic_average(t, a, nu):.4f}")
print(f"initial slope of dynamic average, -G'/a = {initial_slope:.3f}")
print(f"random dipoles, largest static deviation = {static_deviation:.4f}")
print(f"random dipoles, largest root-law deviation = {fast_deviation:.4f}")
print(f"number of random dipole configurations = {len(field_sizes)}")
print("verified")
```

Printed output:

```
moment m = 2.0 Bohr magnetons
density n = 0.20 nm^-3
fluctuation rate nu = 30.0 us^-1
muon gyromagnetic ratio = 851.62 rad us^-1 T^-1
coupling C = 1.5796 nm^3 us^-1
static factor a/(nC) = 4.5406
fast factor a_f/(nC) = 4.2865
ratio a_f/a = 0.9440
static width a = 1.4344 us^-1
width a as a field, a/gamma = 1.6844 mT
minimum time 2/a = 1.3943 us
minimum value G(2/a) = 0.2431
a*t of minimum found from field integral = 2.0000
ratio nu/a = 20.91
root-law rate lambda = 4a^2/nu = 0.2743 us^-1
1/e time 1/lambda = 3.6450 us
nu*t at the 1/e time = 109.3
fast dipole width a_f = 1.3542 us^-1
dipole rate 4a_f^2/nu = 0.2445 us^-1
dipole 1/e time = 4.0899 us
rate without site sorting, 4a/3 = 1.9126 us^-1
t (us) | nu t | static G | root law | corrected | full dynamic average
0.0100 | 0.30 | 0.9811 | 0.9490 | 1.0536 | 0.9819
0.0300 | 0.90 | 0.9444 | 0.9133 | 0.9719 | 0.9509
0.1000 | 3.00 | 0.8281 | 0.8474 | 0.8776 | 0.8759
0.5000 | 15.00 | 0.4254 | 0.6905 | 0.7019 | 0.7016
1.0000 | 30.00 | 0.2643 | 0.5923 | 0.5994 | 0.5993
2.0000 | 60.00 | 0.2626 | 0.4768 | 0.4810 | 0.4809
3.6450 | 109.35 | 0.3182 | 0.3679 | 0.3704 | 0.3704
8.0000 | 240.00 | 0.3333 | 0.2273 | 0.2284 | 0.2284
initial slope of dynamic average, -G'/a = 1.328
random dipoles, largest static deviation = 0.0020
random dipoles, largest root-law deviation = 0.0078
number of random dipole configurations = 40000
verified
```
